# The loop-gain condition for sustained self-sputtering, with tungsten as example

## The decision

In a calculation of a high-power magnetron pulse, one must decide whether the metal flux from the target can be computed as a response to the argon ions, or whether the metal can maintain itself. In the first case a finite gain multiplies the argon contribution. In the second that gain formula has no valid steady answer, and the current must be found from the supply and the plasma together. One number decides: the mean number of new metal atoms released, through a returning ion, by each metal atom that leaves the target.

## Definition of the loop gain

Let $\alpha$ be the probability that a sputtered atom is ionised near the target, $\beta$ the probability that it returns to the target once it has been ionised, and $Y$ the mean number of metal atoms ejected by one returning metal ion. Then

$$\Pi=\alpha\beta Y .$$

Because $\beta$ is conditional on ionisation, $\alpha\beta$ is the joint probability of being ionised and returning. No independence is assumed: fast atoms are less likely to be ionised and, as ions, harder to pull back.

Let $G$ be the flux of metal atoms leaving the target, $G_g$ the flux of gas ions arriving and $Y_g$ their sputter yield. The returning metal-ion flux is $\alpha\beta G$. In a steady state

$$G=Y_gG_g+\alpha\beta Y\,G ,$$

and collecting the terms in $G$ gives

$$G(1-\Pi)=Y_gG_g,\qquad G=\frac{Y_gG_g}{1-\Pi}\quad(\Pi<1).$$

The same gain follows by generations. Gas ions release $Y_gG_g$, these atoms lead to $\Pi Y_gG_g$ more, and so on. The sum $1+\Pi+\Pi^2+\dots$ converges to $1/(1-\Pi)$ for $\Pi<1$. For $\Pi\ge1$ it diverges, so the negative flux that the formula gives for $\Pi>1$ has no meaning.

Without gas ions the steady balance is $G=\Pi G$. A non-zero $G$ then requires $\Pi=1$. The condition "$\Pi$ equal to or greater than one" is therefore a condition for maintaining or building up the flux. A value above one describes growth, not a steady state.

## Why one separates growth from decay

Let $R(t)$ be the mean emission rate of metal atoms, $S(t)$ the part caused by gas ions, and $w(\tau)$ the normalised distribution of the delay between the emission of an atom and its return as an ion. For fixed plasma and voltage,

$$R(t)=S(t)+\Pi\int_0^\infty w(\tau)R(t-\tau)\,d\tau .$$

Take first $\Pi<1$ and a source of finite duration. Integrating over all time, and using $\int w\,d\tau=1$, gives

$$\int R\,dt=\int S\,dt+\Pi\int R\,dt
\quad\Rightarrow\quad
\int R\,dt=\frac{\int S\,dt}{1-\Pi}.$$

The total is indeed finite, because successive generations contribute $\int S\,dt$, $\Pi\int S\,dt$, $\Pi^2\int S\,dt$ and so on, and this series converges for $\Pi<1$. The cascade therefore dies.

After the source has ended, try $R=R_0e^{st}$. Cancelling $R_0e^{st}$ leaves

$$\Pi\int_0^\infty w(\tau)e^{-s\tau}\,d\tau=1 .$$

For real $s$ the left side falls as $s$ rises. It equals $\Pi$ at $s=0$ and tends to zero for large $s$, because every return takes some time. A positive root therefore exists if $\Pi>1$, and it is unique. If $\Pi=1$ the root is $s=0$, a constant flux.

The convexity of the exponential gives a useful bound. With mean delay $\bar\tau$, $\int we^{-s\tau}d\tau\ge e^{-s\bar\tau}$. At the root this means $1/\Pi\ge e^{-s\bar\tau}$, hence

$$s\ge\frac{\ln\Pi}{\bar\tau},\qquad \frac1s\le\frac{\bar\tau}{\ln\Pi}\quad(\Pi>1).$$

## A flight model for ionisation

The criterion needs values of $\alpha$ and $\beta$. Consider a planar target and an ionisation region of thickness $L$ with uniform electron density $n$. Atoms fly without collisions and are ionised at the rate $kn$. Emission follows the cosine law, and the flux has the Thompson energy distribution

$$f(E)=\frac{2UE}{(E+U)^3},$$

where $U$ is the surface binding energy. The factor $2U$ normalises it, since with $t=E+U$

$$\int_U^\infty\frac{t-U}{t^3}\,dt=\frac1U-\frac1{2U}=\frac1{2U}.$$

The motion away from the target depends on the axial energy $E_z=E\mu^2$, where $\mu$ is the cosine of the emission angle. In flux, $\mu$ has density $2\mu$ on $0<\mu<1$. Put $x=E/U$ and $y=E_z/U=x\mu^2$. At fixed $\mu$, $x=y/\mu^2$ and $dx=dy/\mu^2$, so the density of $y$ is

$$g(y)=\int_0^1 2\mu\,\frac{2y/\mu^2}{(1+y/\mu^2)^3}\frac{d\mu}{\mu^2}
=4y\int_0^1\frac{\mu^3\,d\mu}{(\mu^2+y)^3}.$$

With $q=\mu^2$ and $\mu^3d\mu=q\,dq/2$,

$$g(y)=2y\int_0^1\frac{q\,dq}{(q+y)^3}
=2y\left[\frac{q^2}{2y(q+y)^2}\right]_0^1=\frac1{(1+y)^2}.$$

Differentiating the bracket confirms the integral. Half of the emitted atoms thus have axial energy below $U$.

An atom of axial energy $yU$ has axial speed $v_U\sqrt y$, with $v_U=\sqrt{2U/M}$, $M$ its mass and $U$ in joules. It crosses the region in $L/(v_U\sqrt y)$. Its probability of surviving as a neutral is $e^{-a/\sqrt y}$, where

$$a=\frac{knL}{v_U}.$$

Averaging the ionisation probability gives

$$\alpha=\int_0^\infty\frac{1-e^{-a/\sqrt y}}{(1+y)^2}\,dy .$$

## Which ions return

Let the potential rise linearly by $\phi_0$ across the region, away from the target. A positive ion is then pulled back. If it is born at distance $z$, it still has to climb $e\phi_0(1-z/L)$ to escape. It returns if

$$E_z<e\phi_0\left(1-\frac zL\right).$$

Define $h=e\phi_0/U$. Dividing by $e\phi_0$ gives $y/h<1-z/L$, or $z<L(1-y/h)$. For $y\ge h$ no birth position permits return. For $y<h$ the atom must be ionised within this shorter distance, so $a$ is multiplied by $1-y/h$:

$$\alpha\beta=\int_0^h
\frac{1-\exp\!\left[-\dfrac{a}{\sqrt y}\left(1-\dfrac yh\right)\right]}{(1+y)^2}\,dy .$$

Two limits show what controls the result.

**Dense plasma.** As $a\to\infty$ the exponential vanishes for $0<y<h$, and

$$\alpha\beta\to\int_0^h\frac{dy}{(1+y)^2}=\frac h{1+h}=\frac{e\phi_0}{e\phi_0+U}.$$

At finite density $\alpha\beta$ is smaller. Within this model, $\Pi\ge1$ therefore requires

$$Y>1+\frac U{e\phi_0}.$$

This is stricter than $Y>1$. Even an atom ionised at once escapes if its axial energy exceeds $e\phi_0$.

**Thin plasma.** As $a\to0$, $1-e^{-b}$ becomes $b$. With $y=u^2$,

$$\frac{\alpha\beta}{a}\to2\int_0^{\sqrt h}\frac{1-u^2/h}{(1+u^2)^2}\,du .$$

The two integrals needed are

$$\int\frac{du}{(1+u^2)^2}=\frac12\left(\arctan u+\frac u{1+u^2}\right),$$

$$\int\frac{u^2du}{(1+u^2)^2}=\frac12\left(\arctan u-\frac u{1+u^2}\right).$$

Inserting the limits gives

$$\alpha\beta\to a\left[\left(1-\frac1h\right)\arctan\sqrt h+\frac1{\sqrt h}\right],$$

because the remaining terms combine as $\frac{\sqrt h}{1+h}(1+\frac1h)=\frac1{\sqrt h}$. The gain is proportional to density here. A sufficiently thin plasma at a given voltage cannot maintain the metal flux.

## Critical voltage for tungsten

The inputs are rough typical values for tungsten in a high-power pulsed magnetron: $U=8.7$ eV, $k=2.0\times10^{-8}$ cm³/s, $L=20$ mm, $\phi_0=40$ V and $n=1.0\times10^{13}$ cm⁻³. For sheath voltage $V$ the yield is represented by

$$Y=Y_1\left(\frac V{1000\ \mathrm V}\right)^p,\qquad Y_1=1.50,\quad p=0.70 .$$

This power law is a rough local description, not a threshold law. The value $Y_1=1.50$ is also on the high side: common semi-empirical fits for tungsten on tungsten give roughly 0.8 to 1.35 at 1 keV, so the voltages below are favourable to self-sputtering. Setting $\alpha\beta Y=1$ and solving for $V$ gives

$$V_c=1000\ \mathrm V\,(\alpha\beta Y_1)^{-1/p}.$$

The speed is $v_U=3022$ m/s. In common length units,

$$a=\frac{(2.0\times10^{-8})(1.0\times10^{13})(2.0)}{3.022\times10^5}=1.32,
\qquad h=\frac{40}{8.7}=4.60 .$$

The integrals give $\alpha=0.698$ and $\alpha\beta=0.558$, hence $\beta=0.558/0.698=0.80$. One million randomly sampled three-dimensional flights, with random ionisation times, gave 0.698 and 0.558.

At 800 V the yield is 1.283, so $\Pi=0.558\times1.283=0.716$. The metal multiplies the gas-produced flux by $1/(1-0.716)=3.52$ but cannot replace the gas. A sampled cascade followed to extinction gave a factor of 3.51.

The required yield is $1/0.5577=1.793$, and

$$V_c=1000\ \mathrm V\left(\frac{1.793}{1.50}\right)^{1/0.70}=1290\ \mathrm V .$$

At fixed density, sampled populations changed by a factor 0.46 in ten generations at $0.9V_c$, and by 1.95 at $1.1V_c$. The expected means are $0.9^{7}=0.48$ and $1.1^{7}=1.95$, since $\Pi=(V/V_c)^{0.7}$. The threshold lies between the two voltages, as derived.

More plasma lowers the critical voltage, but not without limit. The dense-plasma ceiling is $40/48.7=0.821$, which demands a yield above 1.218. In this yield model that means more than 742 V. At 1000 V, the density needed is $1.86\times10^{13}$ cm⁻³.

At 1500 V and the reference density, $\Pi=1.111$ and the mean delay is 8.99 µs. The bound gives a growth time of at most about $8.99/\ln1.111=85$ µs. The delay equation gives 84.5 µs, and a cascade followed in time gives 84.1 µs. This is the time in which an existing metal flux grows by a factor 2.718 without gas ions. While gas ions still feed the cascade, the metal flux can build up sooner, over a few loop delays.

## What ends the growth

Growth changes the plasma and the voltage. A simple closure takes the metal-ion current density $J$ as the Bohm current,

$$J=e^{-1/2}\,e\,n\,c_s,\qquad c_s=\sqrt{\frac{eT_e}{M}},$$

where the first $e$ is the base of natural logarithms, the others are the elementary charge, and $T_e=3.0$ V expresses the electron temperature. This closure only illustrates the feedback, because it does not agree with the flight model above. There, ions gain up to 40 eV before they reach the sheath and arrive at a few km/s, whereas $c_s$ is only 1.3 km/s. A given current then corresponds to a metal-ion density about four times lower than the Bohm formula gives. If metal ions alone had to balance the electron charge, the two crossings found below would not occur with this supply. The supply obeys $V=V_0-rJ$, with $V_0=1500$ V and $r=1000$ V cm²/A. Here $V_0$ refers to the sheath voltage, with the 40 V across the ionisation region counted separately. Electron current is neglected in this load line.

If plasma and supply adjust once per generation, $J_{\rm next}=J\,\Pi(J)$. Near a point $J_*$ with $\Pi(J_*)=1$, write $J=J_*+\delta$. To first order,

$$J_{\rm next}-J_*=\left(1+J_*\frac{d\Pi}{dJ}\right)\delta
=\left(1+\frac{d\ln\Pi}{d\ln J}\right)\delta .$$

The last form uses $\Pi(J_*)=1$. A small change shrinks if the logarithmic slope lies between $-2$ and 0. Since $n\propto J$ and $dV/dJ=-r$,

$$\frac{d\ln\Pi}{d\ln J}=\frac{d\ln(\alpha\beta)}{d\ln n}-p\,\frac{rJ}V .$$

The first term is the destabilising gain in ionisation and return. The second is the stabilising loss of yield as the voltage falls.

With the Bohm closure and the assumed yield, the example has two crossings. They depend on that yield: with the Yamamura semi-empirical yield, about 1.0 at 1 keV, $\Pi$ stays below about 0.85 along the whole load line and neither crossing exists. At $J=0.106$ A/cm² the slope is $+0.339$, so this is an ignition threshold. At $J=0.691$ A/cm² it is $-0.529$, so this is a stable state of the generation map. Iterations begun 10 % below the threshold died away, while those begun 10 % above it reached the upper state. Gas ions, or another source, must first carry the current past the threshold.

At the upper state $V=809$ V. The voltage term is $-0.70\times691/809=-0.60$, which leaves about $+0.07$ for the plasma term. Additional density does little there because $\alpha\beta=0.773$ is already close to its ceiling of 0.821.

This map treats all members of a generation together. It does not establish how a real current waveform approaches the state, or whether it oscillates on the way.

## What reaches the substrate

Suppose every arriving metal ion stays in the target. It replaces one of the $Y$ atoms it ejects, so the net loss is $Y-1$ atoms per ion. At the upper state this is $1.294-1=0.294$. Counting the atoms that fail to return gives the same number, $Y(1-\alpha\beta)=1.294\times0.227=0.294$, as $\Pi=1$ requires. The net flux is

$$\frac Je(Y-1)=\frac{0.691}{1.602\times10^{-19}}\times0.294
=1.27\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}} .$$

With a solid density of roughly 19 g/cm³, the target recedes by about 200 nm/s during the pulse. The time-averaged rate must be multiplied by the duty cycle. The film rate also depends on geometry.

The ionised fraction of the flux that leaves the region is a different quantity from $\alpha$:

$$F=\frac{\alpha(1-\beta)}{1-\alpha\beta}=\frac{\alpha-\alpha\beta}{1-\alpha\beta}.$$

At the reference density it is $(0.698-0.558)/(1-0.558)=0.32$. About 70 % of the sputtered atoms are ionised, but only about a third of the escaping flux consists of ions. The return that sustains self-sputtering removes ions from the deposition flux.

## Limits of the tungsten numbers

A sheath voltage of 1290 V is high for a magnetron, where several hundred volts is a more usual rough scale. The reference density is already that of an intense pulse near the target, and the upper state's $5.7\times10^{13}$ cm⁻³ is higher still. That state illustrates the feedback; it is not a prediction for a particular source. A real erosion zone also has finite width, which breaks the planar assumption. In the model at reference density, 13.7 % of returning ions land more than 50 mm sideways from their starting point. Treating all of these as lost raises $V_c$ from 1290 V to 1593 V, above the example's supply voltage. The result depends strongly on the distance chosen. About half of the returning ions land more than 20 mm away, and treating those as lost would put $V_c$ above 3 kV in this yield model. For a narrow erosion track the planar model therefore overstates the gain badly.

The inputs matter as much. With the other inputs fixed, a yield 20 % lower or higher gives $V_c=1775$ V or 994 V. Halving or doubling $k$ gives 1996 V or 978 V. Taking $\phi_0=20$ V or 80 V gives about 1620 V or 1120 V, and adding the energy an ion already carries when it reaches the sheath lowers $V_c$ to about 1260 V. These one-at-a-time changes span roughly 1 to 2 kV, but they do not cover the full uncertainty. With the Yamamura yield, about 1.0 at 1 keV, $V_c$ is about 2 kV and the dense-plasma floor about 1.2 kV. The assumed $k$ is also at the upper end for $T_e=3$ eV, and a value three times smaller gives about 2.6 kV. The planar threshold for this density is thus above about 1 kV and may exceed 2 kV, and the unrounded 1290 V should not be used as a design limit.

With a rough collision cross-section of $3\times10^{-15}$ cm², argon at 4 mTorr and 300 K would cause about 0.8 collisions for an atom crossing the region straight ahead. Oblique paths are longer, but ionisation cuts many of them short. If scattering is isotropic in the centre-of-mass frame, each collision removes on average a fraction $m_{\rm Ar}/(m_{\rm Ar}+M)\approx0.18$ of the forward velocity, or about 14 % in all. Applying this whole loss from the moment of emission lowers $V_c$ to about 1100 V, because slower atoms are ionised and returned more readily. This estimate leaves out scattering in angle and applies the loss too early. Following the collisions along the flight gives about 1160 V if only neutrals collide, and about 1120 V if ions collide with the same cross-section. The magnetic field is also neglected: at 50 mT an ion moving at $v_U$ has a gyroradius of 115 mm, against $L=20$ mm, so a path of length $L$ turns by only about 10° and does not close within the region. Coulomb collisions between ions are neglected as well. For ions at 3 to 5 km/s the deflection rate times the return time is roughly 0.1 to 0.3 at the reference density and of order one at the upper state, where collisionless ion flight is doubtful.

Doubly charged ions change the gain itself. If a fraction $f$ of returning ions is doubly charged and gains energy $2eV$ in the sheath, the power law gives

$$\Pi=\alpha\beta\left[(1-f)Y(V)+fY(2V)\right]
=\alpha\beta Y(V)\left[1+f(2^p-1)\right].$$

An ion that spends a time $t$ in the region after its first ionisation is ionised again with probability $1-e^{-k_2nt}$. Averaging this over the returning flights, with a rough coefficient $k_2=1.5\times10^{-9}$ cm³/s, gives $f=0.083$ at the reference density, which raises the gain by 5 %. At the upper state $f=0.36$ and the rise is about 22 %. With this coefficient, singly charged ions are a fair approximation for the reference case and a poor one for the upper state. The coefficient rises steeply with electron temperature and may be several times smaller at 3 eV, so both values of $f$ are probably too high. Taken alone, this correction would move the upper crossing to higher current, since $\Pi$ falls with $J$ there.

## Particles are not the whole discharge

The condition $\Pi\ge1$ balances metal particles. The discharge also needs electrons and a way to heat them. When an ion is neutralised at the surface, one electron fills the ion and a second may be emitted. This potential emission requires the ionisation energy to exceed twice the work function. For W⁺, the ionisation energy is roughly 7.9 eV and twice the work function is roughly 9.1 eV, so the margin is

$$7.9-9.1=-1.2\ \mathrm{eV},$$

and the process lacks the energy. Electrons must come from another process, such as emission by doubly charged ions or by remaining gas ions. Emission driven by impact energy is weak here, because a tungsten ion of about 1 keV moves too slowly to pass much energy to an electron. A calculation that finds $\Pi\ge1$ has shown that the metal supply can sustain itself under the assumed plasma conditions. Whether the discharge can maintain those conditions without gas requires a separate electron and energy balance.

The numerical check contains the inputs, and its output lists the main computed values.

## Computed values

```
INPUTS: tungsten, rough typical values
surface binding energy U = 8.7 eV
ionisation coefficient k = 2.0e-08 cm3/s
region thickness L = 20 mm
potential rise phi0 = 40 V
reference electron density = 1.0e+13 cm^-3
electron temperature = 3.0 eV
yield at 1 kV = 1.50; exponent p = 0.70
supply = 1500 V; load = 1000 V cm2/A
LOOP AT REFERENCE DENSITY
speed at energy U = 3022 m/s
a = 1.324; h = 4.598 (no unit)
alpha: formula 0.6976, flights 0.6981
alpha*beta: formula 0.5577, flights 0.5576
beta = 0.7994; required yield = 1.793
at 800 V: Y = 1.283, gain = 0.716
gas-fed gain: formula 3.516, cascade 3.509
critical sheath voltage = 1290 V
10 generations, 0.9 Vc: population x 0.46
10 generations, 1.1 Vc: population x 1.95
LIMITS AND GROWTH
alpha*beta ceiling: formula 0.8214, flights 0.8223
lowest useful yield = 1.218; voltage = 742 V
critical density at 1000 V = 1.86e+13 cm^-3
gain from flights at that density = 1.0004
gain at 1500 V = 1.111
mean loop delay = 8.99 us
growth time: delay equation 84.5 us, cascade 84.1 us
RESISTIVE SUPPLY
ignition current density = 0.1055 A/cm2
operating current density = 0.6906 A/cm2
log-gain slopes: ignition 0.339, run -0.529
operating voltage = 809 V; yield = 1.294
operating electron density = 5.66e+13 cm^-3
operating alpha*beta = 0.7730
net erosion during pulse = 200.2 nm/s
NEGLECTED EFFECTS, ROUGH SIZES
second ionisation coefficient = 1.5e-09 cm3/s
doubly charged share: reference 0.083, run 0.360
resulting gain factor: reference 1.052, run 1.225
returns over 50 mm sideways = 13.7 %
Vc if these are lost = 1593 V
extra landing energy: yield factor = 1.017
energy-spectrum tail above eVc = 1.33 %
argon at 4 mTorr, 300 K: collisions = 0.77
speed loss = 13.8 %; Vc = 1119 V
ion gyroradius at 50 mT = 115 mm
Vc with yield 20 % lower = 1775 V
Vc with yield 20 % higher = 994 V
Vc with k halved = 1996 V
Vc with k doubled = 978 V
W+ potential-emission margin = -1.24 eV
```
